# Flexoelectric softening of the polarization gradient coefficient and the onset of modulation

## What symmetry and dimensions allow

Let $P$ be the polarization of a soft optical mode and $U$ the acoustic displacement in a cubic crystal of class $m\bar3m$, which includes inversion; cubic perovskites belong to it. Inversion reverses $P$, $U$ and every derivative $\partial$. Strain and $\partial P$ are therefore both even, so a term strain$\,\times\,\partial P$ is allowed while strain$\,\times P$ is not. This is the flexocoupling, with coefficient $f$.

In Gaussian units $P^2$ is an energy density, so the inverse susceptibility $a$ in $\tfrac12aP^2$ is dimensionless and the coefficient $g$ in $\tfrac12g(\partial P)^2$ is a length squared. Since $fP/\text{length}$ is an energy density, $f$ has the dimension of $P\times$length. With an elastic constant $c$, an energy density, $f^2/c$ is again a length squared. Changing the sign of $f$ is undone by $U\to-U$, so a correction to $g$ must be even in $f$. At given $P$, the relaxation of the displacement involves only $c$ and $f$, and $f^2/c$ is the only length squared they can form. Letting the displacement relax cannot raise the energy. Hence

$$g_{\rm eff}=g-(\text{non-negative number})\times f^2/c .$$

The number depends on ratios of the constants and can vanish, as it does in (5) below for $f_{11}=f_{12}$. What remains is the number, its dependence on direction, and the consequence of a negative $g_{\rm eff}$.

## Assumptions

The crystal is in its nonpolar phase, and the energy is kept to second order in $P$ and $U$. Electrostriction, strain$\,\times P^2$, is of third order and drops out. The medium is infinite and insulating, and elimination is static. With $i,j$ running over the cube axes and $\varepsilon_{ij}=\tfrac12(\partial_iU_j+\partial_jU_i)$, the energy density is $\tfrac12aP^2$ plus

$$\tfrac{g_{11}}2\sum_i(\partial_iP_i)^2+\tfrac{g_{44}}2\sum_{i\ne j}(\partial_jP_i)^2+g_x\sum_{i<j}\partial_iP_i\,\partial_jP_j ,$$

$$\tfrac{c_{11}}2\sum_i\varepsilon_{ii}^2+c_{12}\sum_{i<j}\varepsilon_{ii}\varepsilon_{jj}+2c_{44}\sum_{i<j}\varepsilon_{ij}^2 ,$$

$$f_{11}\sum_i\varepsilon_{ii}\partial_iP_i+f_{12}\sum_{i\neq j}\varepsilon_{ii}\partial_jP_j+2f_{44}\sum_{i<j}\varepsilon_{ij}(\partial_iP_j+\partial_jP_i).$$

Cubic symmetry requires each axis label to occur an even number of times, and the mirror exchanging $i$ and $j$ gives the two shear terms in the last line the same coefficient. The further invariant $\partial_jP_i\,\partial_iP_j$ differs from $\partial_iP_i\,\partial_jP_j$ by a surface term and is absorbed in $g_x$. The crystal without flexocoupling is taken as stable: the elastic energy is positive, and so is the gradient energy of every transverse polarization wave, which requires $g_{44}>0$ and also, for example, $g_{11}+g_{44}>g_x$.

**Theorem.** Let $\mathbf q=q\mathbf n$ with $|\mathbf n|=1$.

(i) Eliminating $U$ replaces the gradient matrix $G(\mathbf n)$ by
$$G_{\rm eff}=G-FC^{-1}F, \tag{1}$$
with the matrices of Lemma 1. To order $q^2$, transverse polarization favours $q\neq0$ if the transverse block of $G_{\rm eff}$ has a negative eigenvalue for some $\mathbf n$.

(ii) For $\mathbf q$ in a cube plane and $P$ along the normal of that plane,
$$g_{\rm eff}=g_{44}-\frac{f_{44}^2}{c_{44}}<0\iff|f_{44}|>\sqrt{g_{44}c_{44}} . \tag{2}$$

(iii) If $g_{\rm eff}<0$ and the quartic stiffness $h_{\rm eff}$ is positive, then within the expansion to $q^4$ this family of modes becomes unstable at
$$q_0^2=-\frac{g_{\rm eff}}{2h_{\rm eff}},\qquad a_{\rm on}=\frac{g_{\rm eff}^2}{4h_{\rm eff}}, \tag{3}$$
while the uniform mode is still stable.

## Elimination of the displacement

**Lemma 1.** For $P=\mathrm{Re}(\mathbf p\,e^{i\mathbf q\cdot\mathbf r})$ and $U=\mathrm{Re}(\mathbf w\,e^{i\mathbf q\cdot\mathbf r})$ the mean energy density is
$$W=\tfrac14\left[\mathbf p^\dagger(a+q^2G)\mathbf p+q^2\mathbf w^\dagger C\mathbf w+2q^2\,\mathrm{Re}\,\mathbf w^\dagger F\mathbf p\right]. \tag{4}$$

*Proof.* The amplitude of $\partial_jP_i$ is $iq\,n_jp_i$, and that of $\varepsilon_{ij}$ is $\tfrac12iq(n_iw_j+n_jw_i)$. The mean of a product of two such waves with amplitudes $A$ and $B$ is $\tfrac12\mathrm{Re}\,A^*B$, so the factors $i$ cancel. The diagonal gradient terms give $G_{ii}$, and the product term gives $G_{ij}$:
$$G_{ii}=g_{11}n_i^2+g_{44}(1-n_i^2),\qquad G_{ij}=g_xn_in_j .$$
The shear energy $2c_{44}\varepsilon_{ij}^2$ contains $\tfrac12c_{44}(n_iw_j+n_jw_i)^2$. Its squares add $c_{44}n_i^2$ to $C_{jj}$ and its cross term adds $c_{44}n_in_j$ to $C_{ij}$, so
$$C_{ii}=c_{11}n_i^2+c_{44}(1-n_i^2),\qquad C_{ij}=(c_{12}+c_{44})n_in_j .$$
The shear flexocoupling contains $f_{44}(n_iw_j+n_jw_i)(n_ip_j+n_jp_i)$, which has the same structure:
$$F_{ii}=f_{11}n_i^2+f_{44}(1-n_i^2),\qquad F_{ij}=(f_{12}+f_{44})n_in_j .\qquad\square$$

*Proof of (i).* $C$ is positive definite, and $C$ and $F$ are real and symmetric. Put $\mathbf w=-C^{-1}F\mathbf p+\mathbf d$. The terms linear in $\mathbf d$ cancel:
$$\mathbf w^\dagger C\mathbf w+2\,\mathrm{Re}\,\mathbf w^\dagger F\mathbf p=\mathbf d^\dagger C\mathbf d-\mathbf p^\dagger FC^{-1}F\mathbf p .$$
The minimum is at $\mathbf d=0$, which gives (1).

Longitudinal polarization creates a depolarizing field. With background permittivity $\varepsilon_b$ and no free charge, $\mathbf n\cdot(\varepsilon_b\mathbf E+4\pi\mathbf P)=0$ and $\mathbf E\parallel\mathbf n$. The energy density $-\tfrac12\mathbf P\cdot\mathbf E$ is then $2\pi(\mathbf n\cdot\mathbf P)^2/\varepsilon_b$, which adds $4\pi/\varepsilon_b$ to the longitudinal stiffness. The coupling between longitudinal and transverse $P$ is of order $q^2$. Eliminating the longitudinal part therefore changes the transverse stiffness by (order $q^2$)$^2$ divided by a finite number, that is, at order $q^4$. The coefficient of $q^2$ is the transverse block of $G_{\rm eff}$. $\square$

The minimizing displacement $\mathbf w=-C^{-1}F\mathbf p$ stays finite as $q\to0$, while its strain vanishes as $q$. A polarization wave carries a displacement wave in proportion to itself, and the elastic energy and the coupling energy both scale as $q^2$. This is why the effect appears in the gradient coefficient and leaves $a$ unchanged.

**Remark (compatibility).** The strain has to come from a displacement. Minimizing over six independent strain components enlarges the set of trial states and can only give an equal or larger softening. For the constants of the example, $\mathbf q$ in a cube plane at $20^\circ$ from a cube axis and $P$ transverse in that plane, the true softening is $0.00760\ \mathrm{nm}^2$. Free strains would give $0.00815\ \mathrm{nm}^2$, about 7% more.

## Which direction softens

*Proof of (ii).* Let $n_z=0$ and $\mathbf p\parallel z$. All off-diagonal elements containing $z$ vanish, and
$$G_{zz}=g_{44},\qquad C_{zz}=c_{44},\qquad F_{zz}=f_{44}.$$
Equation (1) becomes the scalar (2). $\square$

The result does not depend on the angle of $\mathbf n$ within the plane. At order $q^2$ there is thus a ring of equivalent wavevectors for each cube axis. In the quadratic energy only terms of order $q^4$ or higher can select a direction on it; for a wave of finite amplitude, electrostriction can do so too.

Two other cases follow from (1). For $\mathbf n\parallel[110]$ and $\mathbf p\parallel[1\bar10]$, each matrix acts as its diagonal minus its off-diagonal element. For instance $F_{xx}-F_{xy}=\tfrac12(f_{11}+f_{44})-\tfrac12(f_{12}+f_{44})=\tfrac12(f_{11}-f_{12})$. Hence
$$g_{[110]}=\tfrac12\left[g_{11}+g_{44}-g_x-\frac{(f_{11}-f_{12})^2}{c_{11}-c_{12}}\right]. \tag{5}$$
For $\mathbf n\parallel[111]$ and any transverse $\mathbf p$, the same subtraction gives
$$g_{[111]}=\tfrac13\left[g_{11}+2g_{44}-g_x-\frac{(f_{11}-f_{12}+f_{44})^2}{c_{11}-c_{12}+c_{44}}\right].$$
Condition (2) is sufficient for a negative coefficient somewhere, but not necessary, because another family may soften first.

## From a negative coefficient to a modulation

If the energy stopped at first derivatives, $a+g_{\rm eff}q^2$ with $g_{\rm eff}<0$ would fall without limit at short wavelength. Such a truncated model is then meaningless, and the next order is needed. For the family (ii), let $x$ now run along $\mathbf n$, let $P$ and $U$ point along the plane normal, and add
$$\tfrac12h(P'')^2+\tfrac12l(U'')^2+k\,U''P'' ,$$
taken independent of the direction in the plane. Here $l$ is a strain-gradient stiffness and $k$ a higher flexocoupling. In (4) these replace $g$ by $g+hq^2$, $c$ by $c+lq^2$ and $f$ by $f+kq^2$, the index 44 being understood.

**Lemma 2.** The eliminated stiffness is
$$A(q)=a+gq^2+hq^4-\frac{q^2(f+kq^2)^2}{c+lq^2}=a+g_{\rm eff}q^2+h_{\rm eff}q^4+O(q^6), \tag{6}$$
$$h_{\rm eff}=h-\frac{2fk}{c}+\frac{f^2l}{c^2}.$$

*Proof.* The first form repeats the completion of the square. For the second,
$$\frac{(f+kq^2)^2}{c+lq^2}=\frac{f^2+2fkq^2}{c}\left(1-\frac{lq^2}{c}\right)+O(q^4)=\frac{f^2}{c}+q^2\left(\frac{2fk}{c}-\frac{f^2l}{c^2}\right)+O(q^4).\ \square$$

A positive $l$ raises $h_{\rm eff}$ because it makes short waves harder to accompany by strain; a negative $l$ lowers it.

*Proof of (iii).* Completing the square in $q^2$,
$$A=h_{\rm eff}\left(q^2+\frac{g_{\rm eff}}{2h_{\rm eff}}\right)^2+a-\frac{g_{\rm eff}^2}{4h_{\rm eff}} .$$
For $g_{\rm eff}<0$ the bracket vanishes at $q_0$, and $A(q_0)=0$ at $a=a_{\rm on}>0$. The uniform mode, in a specimen without a depolarizing field, has stiffness $a$ and is still stable there. For $g_{\rm eff}\ge0$ the least stiffness is at $q=0$. $\square$

With the Curie–Weiss form $a=4\pi(T-T_0)/C_{\rm CW}$,
$$T_{\rm on}-T_0=\frac{C_{\rm CW}}{4\pi}\,\frac{g_{\rm eff}^2}{4h_{\rm eff}} . \tag{7}$$
A negative $g_{\rm eff}$ thus favours modulation at any $a$, but a wave appears by this instability only when $a$ has fallen to $a_{\rm on}$. As $g_{\rm eff}\to0^-$, the period diverges as $|g_{\rm eff}|^{-1/2}$ and the temperature shift vanishes as $g_{\rm eff}^2$. If $h_{\rm eff}\le0$, (3) fails and the full dispersion is needed.

## The same instability seen from the acoustic side

Eliminating $P$ instead of $U$ gives
$$c_{\rm eff}(q)=c+lq^2-\frac{q^2(f+kq^2)^2}{a+gq^2+hq^4}. \tag{8}$$
The determinant of the $2\times2$ stiffness matrix is $q^2(c+lq^2)A$ and also $q^2(a+gq^2+hq^4)c_{\rm eff}$. With the prefactors positive, $A$ and $c_{\rm eff}$ vanish together.

In the dynamics, let the kinetic energy density be $\tfrac12\mu\dot P^2+\tfrac12\rho\dot U^2+M\dot P\dot U$ with $\mu\rho>M^2$; $M$ is the dynamic flexocoupling. The squared frequencies are the eigenvalues of $m^{-1/2}Km^{-1/2}$, where $K$ is the stiffness matrix and $m$ the positive mass matrix. They are all positive if and only if $K$ is positive definite. So $M$ alters frequencies but cannot move the static threshold. At small $q$ and $\omega^2\sim q^2$, the secular equation is
$$a(cq^2-\rho\omega^2)=O(q^4),$$
so the sound speed remains $\sqrt{c/\rho}$. The lower branch starts as an ordinary transverse acoustic wave and, when $a$ has fallen to $a_{\rm on}$, reaches zero frequency at $q_0$.

## A worked case

The parameters are round values for illustration. The elastic constant, $T_0$ and $C_{\rm CW}$ are of the order found in lead-based perovskites, and $f_{44}$ is chosen above its critical value: $g_{44}=0.010\ \mathrm{nm}^2$, $c_{44}=70$ GPa, $f_{44}=2.8$ V, $h=3.0\times10^{-4}\ \mathrm{nm}^4$, $l/c_{44}=0.010\ \mathrm{nm}^2$, $k=0$, $T_0=450$ K and $C_{\rm CW}=1.5\times10^5$ K. The remaining constants are in the numerical output.

In Gaussian units $f_{44}=9.34\times10^{-3}$ statV and $c_{44}=7.0\times10^{11}\ \mathrm{erg/cm^3}$. Then $f_{44}^2/c_{44}=1.246\times10^{-16}\ \mathrm{cm^2}=0.01246\ \mathrm{nm^2}$, and
$$g_{\rm eff}=0.010-0.01246=-0.00246\ \mathrm{nm}^2,$$
or $-2.2\times10^{-11}\ \mathrm{J\,m^3/C^2}$ in SI. The critical coupling is 2.51 V. Next,
$$h_{\rm eff}=3.0\times10^{-4}+0.01246\times0.010=4.25\times10^{-4}\ \mathrm{nm}^4,$$
$$q_0=\sqrt{\frac{0.00246}{2\times4.25\times10^{-4}}}=1.70\ \mathrm{nm}^{-1},\qquad a_{\rm on}=\frac{0.00246^2}{4\times4.25\times10^{-4}}=0.0036 .$$
The period is 3.7 nm, and (7) puts the onset 43 K above $T_0$. Minimizing the unexpanded form in (6) gives the same two values to these digits.

In a test that does not use elimination, the full energy in $P$ and $U$ was set up on a periodic line of 36 nm with spacing 0.1 nm. It lost positive definiteness at $a=0.00359$ with $q=1.745\ \mathrm{nm}^{-1}$, the allowed wavevector nearest the minimum. With $f_{44}=2.4$ V, below critical, it did so at $a=0$ within $10^{-8}$.

For these constants (5) gives about $+0.013\ \mathrm{nm}^2$, and the [111] value is $+0.0086\ \mathrm{nm}^2$. A scan of 20,000 random directions found no transverse coefficient below that of (2).

A wave of amplitude $10\ \mu\mathrm{C/cm^2}$ carries a displacement $f_{44}P/(c_{44}+lq_0^2)=3.9$ pm and an engineering shear strain (twice the tensor component) $q_0U=0.7\%$. At 50 K above onset the static acoustic stiffness at $q_0$ is already down to 0.11 of $c_{44}$, although the long-wave stiffness is unchanged.

## How firm the numbers are

Because $g_{\rm eff}$ is a small difference of two similar terms, the onset is sensitive. The following changes are made one at a time, with the other parameters and $l/c_{44}$ held fixed.

- Raising $c_{44}$ by 10% lowers the shift from 43 to 13 K and lengthens the period to 4.9 nm.
- A higher flexocoupling $k/f_{44}=+0.005\ \mathrm{nm}^2$ gives 61 K and 3.1 nm; the opposite sign gives 33 K and 4.2 nm.
- Replacing $q$ by the lattice form $(2/b)\sin(qb/2)$, with cell $b=0.41$ nm, shortens the period to 3.6 nm.

Thermal fluctuations matter as well. Take a quartic energy $\tfrac14\beta(\mathbf P\cdot\mathbf P)^2$. Its second derivative is $\beta(P^2\delta_{ij}+2P_iP_j)$, and with $\langle P_iP_j\rangle=\tfrac13\langle P^2\rangle\delta_{ij}$ it shifts $a$ by $\tfrac53\beta\langle P^2\rangle$. If $a$ denotes the shifted value and $a_b$ the bare one,
$$\frac{da_b}{da}=1+R,\qquad R=\tfrac53\beta k_BT\int\frac{d^3q}{(2\pi)^3}\,\mathrm{Tr}\,\mathcal A^{-2},$$
since $\langle P^2\rangle=k_BT\int\mathrm{Tr}\,\mathcal A^{-1}d^3q/(2\pi)^3$, where $\mathcal A$ is the full $3\times3$ stiffness matrix. Let $\beta$ be set by a uniform polarization of $30\ \mu\mathrm{C/cm^2}$ at 100 K below $T_0$. The integral is taken over the cubic zone $|q_i|<\pi/b$, with $\varepsilon_b=5$ and with $h$ and $l$ taken the same for all polarizations and directions. Distances from the mean-field onset are expressed as temperatures through $a-a_{\rm on}=4\pi\,\Delta T/C_{\rm CW}$, where $a$ is the shifted value. With $k_BT$ held at its onset value, $R=0.13$ at $\Delta T=200$ K and $0.60$ at 50 K. These values depend on the short-wave dispersion: replacing each $q_i$ by $(2/b)\sin(q_ib/2)$ raises them to 0.15 and 0.67. The shift $\tfrac53\beta\langle P^2\rangle$ itself, expressed as a temperature, is about 100 K at $\Delta T=200$ K and 140 K at 50 K, larger than the 43 K of the mean-field result.

Near a ring of minima, and away from the cube axes where two rings cross, the lowest eigenvalue of $\mathcal A$ grows quadratically in the two directions across the ring. The crossings occupy too small a region to change the leading behaviour. With $\delta=a-a_{\rm on}$, $R$ then grows as $\int d^2\kappa/(\delta+\kappa^2)^2\propto1/\delta$, and $\langle P^2\rangle$ grows as $\ln(1/\delta)$. In this self-consistent approximation a degenerate ring prevents a continuous onset from being reached. The 43 K is a mean-field figure, not a prediction of the transition temperature.

Lead zirconate shows what the model leaves out. Its lead displacements are antiparallel along a pseudocubic $[1\bar10]$ direction and modulated along $[110]$ with a period of roughly 1.2 nm, together with tilts of the oxygen octahedra. That polarization belongs to case (5), which is stiff for the constants chosen here, and the period is about a third of the computed one. At such a wavevector $qb\approx2$, so an expansion in $q$ is not controlled and the full lattice dispersion is required. The flexocoupling, $h$, $l$ and $k$ are the least certain inputs.

The theorem locates a linear instability. It does not decide whether a first-order transition comes earlier, which structure wins far below onset, or whether a field can switch the modulated state to a polar one, as the name antiferroelectric implies.

## Values computed for the example and the checks

```
g11, gx, g44 = 0.020, 0.000, 0.010 nm^2
c11, c12, c44 = 200, 90, 70 GPa
f11, f12, f44 = 3.0, 1.0, 2.8 V
bare quartic stiffness h = 3.00e-04 nm^4
strain-gradient ratio eta = 0.010 nm^2
T0 = 450 K, Curie constant = 1.50e+05 K
cell = 0.41 nm, background permittivity = 5.0
critical flexocoupling = 2.508 V
softening f44^2/c44 = 0.01246 nm^2
g_eff = -0.00246 nm^2
g_eff converted to SI = -2.212e-11 J m^3/C^2
h_eff = 4.246e-04 nm^4
quartic theory: q0 = 1.703 1/nm, period = 3.69 nm
quartic theory: a_on = 0.00357, T_on-T0 = 42.6 K
unexpanded: q0 = 1.713 1/nm, period = 3.67 nm
unexpanded: a_on = 0.00360, T_on-T0 = 42.9 K
unexpanded onset temperature = 492.9 K
discretized medium: a_on = 0.00359, q = 1.745 1/nm
same medium, f44 = 2.4 V: |a_on| = 1.2e-09
largest elimination error in test = 2.6e-14
acoustic stiffness ratio at q0, 50 K above onset = 0.109
lowest transverse g_eff in direction scan = -0.00246 nm^2
lowest transverse g_eff along [111] = 0.00859 nm^2
softening at 20 deg, true displacement = 0.00760 nm^2
softening at 20 deg, free strains = 0.00815 nm^2
chosen polarization amplitude = 10.0 uC/cm^2
accompanying displacement amplitude = 4.00 pm
accompanying shear strain gamma = 0.69 percent
q0 as fraction of zone edge pi/cell = 0.224
period with lattice sine dispersion = 3.59 nm
s=+0.005 nm^2: period 3.09 nm, shift 60.5 K
s=-0.005 nm^2: period 4.16 nm, shift 33.3 K
c44 +10 percent: period 4.94 nm, shift 12.8 K
quartic scale: P = 30 uC/cm^2 at 100 K below T0
quartic coefficient beta = 1.04e-12 cm^3/erg
thermal rms P, 50 K above onset = 27.2 uC/cm^2
fluctuation slope ratio, 50 K above onset = 0.60
thermal rms P, 200 K above onset = 23.1 uC/cm^2
fluctuation slope ratio, 200 K above onset = 0.13
```
